# Remanence and Coercivity of an Isotropic Stoner–Wohlfarth Assembly

## The problem

A small magnetic particle carries a magnetization of fixed magnitude $M_s$ and uniform direction $\mathbf m$, a unit vector. It has one easy axis $\mathbf n$ and anisotropy constant $K>0$. A field $H$ acts along $\mathbf z$, with positive or negative sign. The energy density is

$$E=K\left[1-(\mathbf m\cdot\mathbf n)^2\right]-\mu_0M_sH\,\mathbf m\cdot\mathbf z .$$

Many identical particles of this kind have easy axes distributed isotropically in three dimensions. They do not interact, there is no thermal activation, and the field changes slowly enough for each moment to rest in an energy minimum. The assembly is first exposed to a field above $H_K=2K/(\mu_0M_s)$. The field is then reduced to zero and reversed.

1. Find the remanence, in units of $M_s$.
2. Find the coercivity, in units of $H_K$, and decide whether any particle has jumped between minima when it is reached.
3. Evaluate both for an unoriented layer of barium-ferrite platelets, and estimate what the model neglects.

## Hints

**Hint 1.** Show that $\mathbf m$ lies in the plane of $\mathbf n$ and $\mathbf z$, so that one angle suffices.

**Hint 2.** A minimum disappears where the first and second derivatives of the energy vanish together. Find the smallest field at which this can happen.

**Hint 3.** The equilibrium condition is awkward to solve for the direction of the moment, but easy to solve for the direction of the easy axis. Change the integration variable accordingly.

**Hint 4.** At the field of Hint 2 the average can be found in closed form. Its sign answers half of question 2.

## Solution

### 1. Reduction to one angle

Put $h=H/H_K$. Since $\mu_0M_sH/K=2h$, the reduced energy is

$$e=\frac EK=1-(\mathbf m\cdot\mathbf n)^2-2h\,\mathbf m\cdot\mathbf z .$$

On the unit sphere, a stationary point requires the gradient to be parallel to $\mathbf m$:

$$(\mathbf m\cdot\mathbf n)\,\mathbf n+h\,\mathbf z=\lambda\mathbf m .$$

If $\lambda\neq0$, then $\mathbf m$ is a combination of $\mathbf n$ and $\mathbf z$. If $\lambda=0$ and the two vectors are independent, then $h=0$ and $\mathbf m\cdot\mathbf n=0$, which is an energy maximum. If they are parallel, any plane through them may be chosen.

Both $\mathbf n$ and $-\mathbf n$ describe the same axis, so we choose the one with angle $0\le\psi\le\pi/2$ from $\mathbf z$. Let $\phi$ be the angle of $\mathbf m$ from $\mathbf z$, and $\theta=\phi-\psi$. Then

$$e=\sin^2\theta-2h\cos\phi,$$
$$e'=\sin2\theta+2h\sin\phi,\qquad \tfrac12e''=\cos2\theta+h\cos\phi,$$

where primes are derivatives with respect to $\phi$ at fixed $\psi$. An equilibrium has $e'=0$; it is stable in the plane if $e''>0$.

To test stability out of the plane, tilt the moment by $\epsilon$ along the normal. Its components in the plane shrink by $\cos\epsilon$, so

$$e(\epsilon)=1-\cos^2\epsilon\cos^2\theta-2h\cos\epsilon\cos\phi .$$

The second derivative at $\epsilon=0$ is $2\cos^2\theta+2h\cos\phi$. It exceeds $e''$ by $2(\cos^2\theta-\cos2\theta)=2\sin^2\theta\ge0$. Stability in the plane therefore suffices.

### 2. Where a minimum can disappear

Let $h_\parallel=h\cos\psi$ and $h_\perp=h\sin\psi$ be the field components along and across the easy axis. Expanding $\phi=\theta+\psi$, the conditions $e'=0$ and $e''=0$ become

$$\sin\theta\cos\theta+h_\parallel\sin\theta+h_\perp\cos\theta=0,$$
$$\cos2\theta+h_\parallel\cos\theta-h_\perp\sin\theta=0 .$$

Multiply the first by $\sin\theta$, the second by $\cos\theta$, and add:

$$h_\parallel=-\cos\theta\,(\sin^2\theta+\cos2\theta)=-\cos^3\theta .$$

Multiply the first by $\cos\theta$, the second by $\sin\theta$, and subtract:

$$h_\perp=-\sin\theta\,(\cos^2\theta-\cos2\theta)=-\sin^3\theta .$$

Hence $|h_\parallel|^{2/3}+|h_\perp|^{2/3}=1$, and the magnitude of the switching field is

$$h_{\rm sw}(\psi)=\left(\cos^{2/3}\psi+\sin^{2/3}\psi\right)^{-3/2}.$$

With $u=\cos^2\psi$ the bracket is $u^{1/3}+(1-u)^{1/3}$. This concave function rises from 1 at the ends to $2^{2/3}$ at $u=1/2$. Thus $h_{\rm sw}$ falls from 1 at $\psi=0$ to $1/2$ at $45^\circ$, then returns to 1 at $90^\circ$.

There are two wells at zero field and one in a very large field. The number can change only at $h_{\rm sw}$, so one well remains for $|h|>h_{\rm sw}$. A field above $H_K$ thus puts every particle in a definite state, although the moments need not be fully parallel to the field.

### 3. Descent to zero field

For $h>0$ and $0<\psi<\pi/2$, we have $e'(0)=-\sin2\psi<0$ and $e'(\psi)=2h\sin\psi>0$. A minimum therefore lies between $0$ and $\psi$. Above $H_K$ it is the occupied well.

This state never loses stability as $h$ decreases. Set $\delta=\psi-\phi$. Equilibrium gives $h=\sin2\delta/(2\sin\phi)$, and substitution yields

$$\tfrac12e''=\frac{2\cos2\delta\tan\phi+\sin2\delta}{2\tan\phi}.$$

For $\cos2\delta\ge0$ this is positive. For $\cos2\delta<0$, use $\phi=\psi-\delta<\pi/2-\delta$, which implies $\tan\phi<\cot\delta$. The numerator is then larger than

$$2\cos2\delta\cot\delta+2\sin\delta\cos\delta
=2\cot\delta\,(\cos2\delta+\sin^2\delta)=2\cot\delta\cos^2\delta>0 .$$

As $h\to0$, equilibrium requires $\sin2\delta\to0$. Since $0<\delta<\psi<\pi/2$, this means $\delta\to0$: each moment relaxes to the easy direction nearer the original field.

The fraction of axes between $\psi$ and $\psi+d\psi$ is the area $2\pi\sin\psi\,d\psi$ divided by the hemisphere area $2\pi$. With $M$ denoting the average of $\cos\phi$,

$$M(0)=\int_0^{\pi/2}\cos\psi\sin\psi\,d\psi
=\left[\tfrac12\sin^2\psi\right]_0^{\pi/2}=\frac12 .$$

The remanence is one half of saturation. The moments fill a hemisphere of directions, and this is the mean projection on its axis.

### 4. The reversed field, before any jump

Now write $h=-b$ with $0\le b<1/2$. No well can disappear in this range. Equilibrium reads $\sin2(\phi-\psi)=2b\sin\phi$. The branch that starts from $\phi=\psi$ at $b=0$ is

$$\psi(\phi)=\phi-\tfrac12\arcsin(2b\sin\phi).$$

On it $\cos2\theta=\sqrt{1-4b^2\sin^2\phi}$, so

$$\tfrac12e''=\sqrt{1-4b^2\sin^2\phi}-b\cos\phi .$$

This is positive because $b^2(1+3\sin^2\phi)\le4b^2<1$, which makes the quantity under the root, $1-4b^2\sin^2\phi$, larger than $b^2\cos^2\phi$. Moreover,

$$\frac{d\psi}{d\phi}=1-\frac{b\cos\phi}{\sqrt{1-4b^2\sin^2\phi}}
=\frac{e''/2}{\cos2\theta}>0,$$

so each $\psi$ corresponds to one $\phi$. The end $\psi=0$ has $\phi=0$. At $\psi=\pi/2$, equilibrium becomes $-\sin2\phi=2b\sin\phi$, hence $\cos\phi=-b$.

Integrate the average by parts, using $\sin\psi\,d\psi=-d(\cos\psi)$:

$$M(-b)=\left[-\cos\phi\cos\psi\right]_{\psi=0}^{\psi=\pi/2}
+\int\cos\psi\,d(\cos\phi).$$

The boundary term is $0-(-1)=1$, and $d(\cos\phi)=-\sin\phi\,d\phi$. Therefore

$$M(-b)=1-\int_0^{\arccos(-b)}
\cos\left[\phi-\tfrac12\arcsin(2b\sin\phi)\right]\sin\phi\,d\phi .$$

At $b=0$ the integral is $1/2$, in agreement with the remanence.

### 5. One zero, and no jumps

Differentiate $e'=0$ with respect to $h$ at fixed $\psi$:

$$e''\frac{d\phi}{dh}+2\sin\phi=0,
\qquad \frac{d\cos\phi}{dh}=\frac{2\sin^2\phi}{e''}>0\quad(\psi>0).$$

Thus $M$ falls steadily as the reverse field grows. At $h=0$, $e''=2$ and $\phi=\psi$, so the average slope is $\int_0^{\pi/2}\sin^3\psi\,d\psi=2/3$.

At the limit $b=1/2$ the arcsine simplifies. For $\phi\le\pi/2$, $\arcsin(\sin\phi)=\phi$ and $\psi=\phi/2$. For $\phi\ge\pi/2$, it equals $\pi-\phi$ and $\psi=(3\phi-\pi)/2$. Hence

$$\phi=2\psi\quad(\psi\le\pi/4),\qquad
\phi=\frac{2\psi+\pi}{3}\quad(\psi\ge\pi/4).$$

The first range contributes

$$\int_0^{\pi/4}(2\cos^2\psi-1)\sin\psi\,d\psi
=\left[-\tfrac23\cos^3\psi+\cos\psi\right]_0^{\pi/4}
=\frac{\sqrt2-1}{3}.$$

For the second, $\sin A\cos B=\frac12[\sin(A+B)+\sin(A-B)]$ gives

$$\frac12\left[-\frac35\cos\left(\frac{5\psi+\pi}{3}\right)
-3\cos\left(\frac{\psi-\pi}{3}\right)\right]_{\pi/4}^{\pi/2}.$$

At the upper end the cosines are $-\sqrt3/2$ and $\sqrt3/2$, so the square bracket is $-6\sqrt3/5$. At the lower end they are $-\sqrt2/2$ and $\sqrt2/2$, so it is $-6\sqrt2/5$. Altogether

$$M(-\tfrac12)=\frac{\sqrt2-1}{3}-\frac35(\sqrt3-\sqrt2)=-0.0526 .$$

The average is positive at $b=0$, negative at $b=1/2$, and strictly monotonic between them. It has one zero, at a field where no particle has jumped.

### 6. The number

At $b=0.482$, divide the range of $\phi$, which is $118.816^\circ$, into 12 intervals. The integrand vanishes at both ends. Its values at the odd interior nodes add up to

$$0.17126+0.47764+0.68391+0.74604+0.61786+0.22843=2.92514,$$

and at the even interior nodes to

$$0.33335+0.59655+0.73500+0.71157+0.44967=2.82614 .$$

The interval is $0.17281$ rad. Simpson's rule gives

$$\frac{0.17281}{3}\,(4\times2.92514+2\times2.82614)=0.9996,$$

so $M(-0.482)\approx+0.0004$. Adaptive quadrature gives $+0.00049$ here and $+0.00502$ at $b=0.48$. Solving for the zero gives

$$\boxed{H_c=0.482\,H_K}.$$

Since $M$ is still positive at $b=0.48$, monotonicity puts the zero beyond that field. A separate calculation relaxed 1000 moments in three dimensions, with axes spread over a hemisphere, and found 0.4822 without using the integral above.

At coercivity a moment is perpendicular to the field when $\phi=\pi/2$, that is, at

$$\psi_0=\frac\pi2-\frac12\arcsin(2b)=52.7^\circ .$$

Particles with larger $\psi$ point backwards. They form a fraction $\cos\psi_0\approx0.61$ of the assembly, but their projections are modest: $-0.116$ at $60^\circ$ and $-0.482$ at $90^\circ$. The smaller forward group includes projections up to $+1$. The two groups cancel by reversible rotation. In the relaxation calculation, removing the field from this state restored a remanence of 0.50000. Zero magnetization in the field is thus not a demagnetized state.

### 7. A barium-ferrite layer

Take rough values in the regime of recording-tape particles: $K=100$ kJ/m³, including the shape contribution, and $M_s=300$ kA/m. The platelets have diameter 22 nm and thickness 8 nm, hence volume $V=3041$ nm³, and fill 0.30 of the layer. Then

$$\mu_0H_K=\frac{2K}{M_s}=\frac{2\times10^5}{3\times10^5}\ {\rm T}=667\ {\rm mT},$$
$$\mu_0H_c=0.4822\times666.7\ {\rm mT}=321\ {\rm mT}.$$

This is $H_c=256$ kA/m. Without interactions the layer remanence is $0.5\times0.30\times300=45$ kA/m. This applies to a field in the plane of the layer. For a field along the normal, the layer's own demagnetizing field, about 50 mT when treated as uniform, lowers it to about 40 kA/m.

Among the shifts of the coercivity computed here, the largest comes from heat. At 300 K, $KV/(k_BT)=73.4$. This looks large, but a reverse field lowers the barrier. For $\psi=0$, with $c=\cos\phi$, the energy $1-c^2+2bc$ has its maximum $1+b^2$ at $c=b$, compared with $2b$ in the occupied well. The barrier is therefore $KV(1-b)^2$. For the whole assembly, a two-well rate model with barriers computed for each $\psi$, a rough attempt rate of $10^{10}$ s⁻¹ and a reverse field held for 1 s gives $\mu_0H_c=185$ mT at 300 K. This is 42 % below the athermal value. The figure is only as firm as its inputs: an attempt rate of $10^{9}$ or $10^{11}$ s⁻¹ gives 196 or 176 mT, a hold of 1 ms or 100 s gives 217 or 166 mT, and $K$ larger or smaller by 10 % gives 214 or 157 mT. At 10 K, with $K$ and $M_s$ held fixed, the same model gives 318 mT.

The other estimates are as follows.

- **Unequal particles.** A Gaussian spread of 20 % in $H_K$, independent of orientation and without heat, lowers the coercivity to about 0.41 of the mean $H_K$, or roughly 14 % below the result for identical particles, if it comes from $K$ at fixed $M_s$. If it comes from $M_s$ at fixed $K$, the softer particles carry the larger moments and the value is about 0.39.
- **Interactions.** The dipolar field scale $\mu_0fM_s/3$, with filling $f$, is 38 mT, about 12 % of the athermal coercivity. This scale does not determine the sign or size of the shift, which depend on the arrangement. Local fields can be larger: one platelet stacked face to face in contact produces an average field of about 63 mT in its neighbour, so a stacked layer is not well described as noninteracting.
- **Uniform rotation.** For a rough exchange stiffness $A=6$ pJ/m, the wall width $\pi\sqrt{A/K}$ is 24 nm, slightly more than the diameter, so a particle has no room for a fully developed wall. This supports the assumption of a nearly uniform moment but does not prove it.
- **Fast fields.** The precession period in a field $H_K$ is 54 ps. The slow-field result requires changes slow compared with both precession and damping; short write pulses need a dynamical calculation.

Real barium-ferrite tapes have coercivities of very roughly 0.2 to 0.3 T. The athermal result lies somewhat above this range and the one-second result slightly below it. With parameters this rough, neither is a test of the model. Real layers can also be partly oriented, which changes the average itself. For the parameters used here, 321 mT should be read as an athermal reference, not as a room-temperature prediction.

## Variation 1: which reverse field leaves zero remanence?

Apply a reverse field $b$ between $1/2$ and 1, then remove it. Particles with $h_{\rm sw}(\psi)<b$ jump. Because $h_{\rm sw}$ is symmetric about $45^\circ$, they occupy $\psi_1<\psi<\pi/2-\psi_1$, where $h_{\rm sw}(\psi_1)=b$ and $\psi_1<\pi/4$.

By the mirror image of section 3, a jumped particle returns to $-\cos\psi$ at zero field. The others return to $+\cos\psi$. Each jump changes the remanent projection by $-2\cos\psi$, so

$$M_r=\frac12-2\int_{\psi_1}^{\pi/2-\psi_1}\cos\psi\sin\psi\,d\psi
=\frac12-\left(\cos^2\psi_1-\sin^2\psi_1\right)=\frac12-\cos2\psi_1 .$$

This vanishes at $\psi_1=30^\circ$, for which

$$b=\left[(3/4)^{1/3}+(1/4)^{1/3}\right]^{-3/2}=0.524 .$$

The field that leaves zero remanence is thus larger than the coercivity. Unlike the coercivity, it measures irreversible jumps.

## Variation 2: axes random in a plane

Let the easy axes be isotropic within a plane that contains the field. The weight is now $(2/\pi)\,d\psi$ instead of $\sin\psi\,d\psi$. The single-particle states are unchanged, so the remanence is

$$\frac2\pi\int_0^{\pi/2}\cos\psi\,d\psi=\frac2\pi .$$

For the coercivity, use the states at $b=1/2$ from section 5:

$$M(-\tfrac12)=\frac2\pi\left[\int_0^{\pi/4}\cos2\psi\,d\psi
+\int_{\pi/4}^{\pi/2}\cos\left(\frac{2\psi+\pi}{3}\right)d\psi\right].$$

The first integral is $1/2$. The second is $\frac32[\sin(2\pi/3)-\sin(\pi/2)]=\frac32(\sqrt3/2-1)$. Therefore

$$M(-\tfrac12)=\frac2\pi\left(\frac{3\sqrt3}{4}-1\right)>0,$$

because $3\sqrt3>4$. The magnetization is still positive when the first particles become unstable, so the coercivity exceeds $H_K/2$ and some particles have jumped when it is reached. The planar average gives less weight to axes nearly perpendicular to the field, whose moments turn backwards first. Coercivity without jumps is therefore a property of the three-dimensional average for identical particles, not of every random assembly.

## Computed values

```
remanence M(0), formula: 0.500000; 3D: 0.500000
slope dM/dh at remanence, 3D: 0.6667
M(-0.20) = +0.34885
M(-0.40) = +0.13798
M(-0.47) = +0.02609
M(-0.48) = +0.00502
M(-1/2), closed form = -0.05263
coercivity Hc/H_K, formula: 0.482212; 3D: 0.4822
Simpson table at b = 0.482: phi deg, psi deg, integrand
     0.000    0.000 0.00000
     9.901    5.131 0.17126
    19.803   10.272 0.33335
    29.704   15.437 0.47764
    39.605   20.646 0.59655
    49.507   25.933 0.68391
    59.408   31.368 0.73500
    69.309   37.110 0.74604
    79.211   43.583 0.71157
    89.112   51.835 0.61786
    99.013   62.917 0.44967
   108.915   76.027 0.22843
   118.816   90.000 0.00000
M from Simpson: +0.00041; quad: +0.00049
single particles at coercivity: psi deg, m
   0 +1.0000
  15 +0.8756
  30 +0.5449
  45 +0.1532
  60 -0.1160
  75 -0.3122
  90 -0.4822
backward group begins at psi = 52.66 deg
remanence after recoil from -Hc, 3D: 0.50000
field for zero remanence / H_K: 0.52402
remanence after recoil from it, 3D: +0.0000
example K = 100 kJ/m^3, Ms = 300 kA/m
diameter = 22 nm, thickness = 8 nm
volume = 3041 nm^3, filling = 0.30
mu0 H_K = 666.7 mT
mu0 Hc = 321.5 mT; Hc = 255.8 kA/m
layer remanence = 45.0 kA/m
KV/kT at 300 K = 73.4
attempt rate = 1e+10 1/s, hold = 1 s
held 300 K: Hc/H_K = 0.2782, mu0 Hc = 185.5 mT
held 10 K: Hc/H_K = 0.4764, mu0 Hc = 317.6 mT
H_K spread 20 %, no heat: Hc/mean H_K = 0.415
dipolar scale mu0 f Ms/3 = 37.7 mT
exchange stiffness = 6 pJ/m
wall width pi sqrt(A/K) = 24.3 nm
precession period at H_K = 53.5 ps
```
